# Elliptic states of hydrogen as coherent-state products and their Kepler limit, part 1

(Sections cited here and not found follow in the later parts.)

## 1. The shell n = 2

Atomic units are used throughout ($\hbar = m = 1$, unit charge, lengths in bohr), the proton is fixed, and spin and relativity are left out, so that $H = p^2/2 - 1/r$. The letter $e$ always denotes an eccentricity, $0 \le e \le 1$, and $c = \sqrt{1-e^2}$; the exponential function is written $\exp$.

The shell $n=2$ has four orthonormal real states,

$$s = \frac{(2-r)\exp(-r/2)}{\sqrt{32\pi}}, \qquad p_k = \frac{x_k \exp(-r/2)}{\sqrt{32\pi}}, \quad k = x,y,z .$$

Two vector operators act inside it. The angular momentum gives $L_i s = 0$ and $L_i p_k = i\epsilon_{ikm}p_m$ (for example $L_z x = -i(x\partial_y - y\partial_x)x = iy$). The scaled Runge-Lenz vector $\mathbf K$, defined in section 2, gives $K_i s = p_i$ and $K_i p_k = \delta_{ik}s$; this is computed at the end of that section. Consider the combination

$$\psi = \frac{1}{\sqrt2}\,\big(e\,s + p_x + i c\,p_y\big), \tag{1}$$

whose squared norm is $(e^2+1+c^2)/2 = 1$. The four actions needed are

$$\sqrt2\,L_z\psi = c\,p_x + i p_y,\quad \sqrt2\,K_x\psi = s + e\,p_x,\quad \sqrt2\,L_x\psi = -c\,p_z,\quad \sqrt2\,K_z\psi = e\,p_z .$$

The first two give $\sqrt2\,(cL_z + eK_x)\psi = e\,s + (c^2+e^2)p_x + ic\,p_y = \sqrt2\,\psi$, and the last two give $(eL_x + cK_z)\psi = 0$. Define $\mathbf J_1 = (\mathbf L+\mathbf K)/2$, $\mathbf J_2 = (\mathbf L-\mathbf K)/2$ and the unit vectors $\mathbf n_1 = (e,0,c)$, $\mathbf n_2 = (-e,0,c)$. Then

$$2\,\mathbf J_{1}\cdot\mathbf n_{1} = (cL_z+eK_x) + (eL_x+cK_z), \qquad 2\,\mathbf J_{2}\cdot\mathbf n_{2} = (cL_z+eK_x) - (eL_x+cK_z),$$

so $\mathbf J_1\cdot\mathbf n_1\,\psi = \mathbf J_2\cdot\mathbf n_2\,\psi = \tfrac12\psi$. The four states are two spins one-half, and (1) has the first spin up along $\mathbf n_1$ and the second up along $\mathbf n_2$. The angle $\gamma$ between the spins obeys $\cos\gamma = c^2 - e^2 = 1-2e^2$, that is $e = \sin(\gamma/2)$.

Projecting the actions above on $\psi$ gives $\langle L_z\rangle = (c + c)/2 = c$ and $\langle K_x\rangle = (e+e)/2 = e$. From the action rules, $K^2 s = 3s$, $L^2 s = 0$, $K^2 p_k = p_k$ and $L^2p_k = 2p_k$, so $L^2+K^2 = 3$ on the whole shell. The other four components of $\langle\mathbf L\rangle$ and $\langle\mathbf K\rangle$ vanish ($L_x\psi$, $L_y\psi$ and $K_z\psi$ are proportional to $p_z$, and $\sqrt2K_y\psi = ic\,s + e\,p_y$ has projection $(ice - ice)/2 = 0$). The summed variance of all six components is therefore $3 - c^2 - e^2 = 2$ for every $e$, against $3$ for the state $s$. The centroid follows from $\langle s|x|p_x\rangle = \frac{4\pi}{3}\,\frac{2\cdot 4! - 5!}{32\pi} = -3$, which gives $\langle x\rangle = -3e$: the charge lies on the side opposite to $\langle \mathbf K\rangle$, where a Kepler orbit has its apocentre. Parallel spins give the circular state $(p_x+ip_y)/\sqrt2$, and opposite spins give the Stark state $(s+p_x)/\sqrt2$. On the $x$ axis (1) is proportional to $[2e+(\pm1-e)r]\exp(-r/2)$, so the density has a maximum at $r = 2+2e/(1+e)$ on the negative side and, for $e<\tfrac12$ only, at $r = 2-2e/(1-e)$ on the positive side. For small $e$ the density in the plane $z=0$ is thus a broad displaced ring, well inside the classical apsides $4(1\pm e)$, and for $e\ge\tfrac12$ the maximum of the density on the $x$ axis at the pericentre side sits at the nucleus; concentration on the Kepler ellipse sets in only as $n$ grows (section 7).

## 2. The algebra of a shell

The Runge-Lenz vector is

$$\mathbf A = \tfrac12(\mathbf p\times\mathbf L - \mathbf L\times\mathbf p) - \mathbf r/r .$$

It is Hermitian, because $(\epsilon_{ijk}p_jL_k)^\dagger = \epsilon_{ijk}L_kp_j = -(\mathbf L\times\mathbf p)_i$. With $[L_k,p_j] = i\epsilon_{kjm}p_m$,

$$(\mathbf p\times\mathbf L + \mathbf L\times\mathbf p)_i = \epsilon_{ijk}[p_j,L_k] = -i\epsilon_{ijk}\epsilon_{kjm}p_m = 2ip_i ,$$

so $\mathbf A = \mathbf p\times\mathbf L - i\mathbf p - \mathbf r/r$. Let $\mathcal D = \mathbf r\cdot\mathbf p$. Contracting the two $\epsilon$ symbols and using $p_jx_i = x_ip_j - i\delta_{ij}$,

$$(\mathbf p\times\mathbf L)_i = p_jx_ip_j - p_jx_jp_i = x_ip^2 - ip_i - (\mathcal D - 3i)p_i = x_ip^2 - \mathcal Dp_i + 2ip_i .$$

Hence, with $\mathbf p = -i\nabla$,

$$A_i = U_i - \frac{x_i}{r},\qquad U_i = x_ip^2 - \mathcal Dp_i + ip_i = -x_i\nabla^2 + (\mathbf r\cdot\nabla)\partial_i + \partial_i. \tag{2}$$

**Conservation.** The elementary commutators are $[p^2,x_j] = -2ip_j$, $[\mathcal D,x_j] = -ix_j$, $[\mathcal D,p_j] = ip_j$ and $[\mathcal D,p^2] = 2ip^2$. They give $[p^2/2,U_i] = -ip_ip^2 + ip^2p_i = 0$. Two terms remain in $[H,A_i]$. With $f = x_i/r$, $\partial_af = \delta_{ia}/r - x_ix_a/r^3$ and $\nabla^2f = -2x_i/r^3$,

$$[p^2/2,-f] = \tfrac12(\nabla^2f) + \nabla f\cdot\nabla = -\frac{x_i}{r^3} + \frac1r\partial_i - \frac{x_i}{r^3}\,\mathbf r\cdot\nabla .$$

The other term is $[-1/r,U_i] = [U_i,1/r]$. For $r\neq0$, $\nabla^2(1/r) = 0$ and $\partial_a(1/r) = -x_a/r^3$, so the three pieces of $U_i$ contribute

$$\frac{2x_i}{r^3}\mathbf r\cdot\nabla,\qquad \frac{2x_i}{r^3} - \frac1r\partial_i - \frac{x_i}{r^3}\mathbf r\cdot\nabla,\qquad -\frac{x_i}{r^3},$$

where the middle piece uses $(\mathbf r\cdot\nabla)(-x_i/r^3) = 2x_i/r^3$ (a function homogeneous of degree $-2$) and $(\mathbf r\cdot\nabla)(1/r) = -1/r$. The sum of the three is the negative of the first term, so $[H,A_i] = 0$ away from the origin. A bound state $\psi$ has $\nabla^2\psi = O(1/r)$, so $A_i\psi$ is bounded at the origin; the irregular solutions diverge there as $r^{-l-1}$ and are thus excluded, and $A_i\psi$ is a state of the same shell.

**Form on the shell.** On shell $n$, $E = -1/(2n^2)$ and $(1/r)\psi = (p^2/2 + 1/(2n^2))\psi$. Inserting this in the last term of (2) gives $A_i = \tfrac12x_ip^2 - \mathcal Dp_i + ip_i - x_i/(2n^2)$. In the scaled coordinate $\boldsymbol\rho = \mathbf r/n$ every term carries a factor $1/n$, so $\mathbf K = n\mathbf A$ and the Schrödinger equation (multiplied by $n^2\rho$) become

$$K_i = -\tfrac12\rho_i\nabla^2 + (\boldsymbol\rho\cdot\nabla)\partial_i + \partial_i - \tfrac12\rho_i,\qquad T\psi \equiv \tfrac12\rho\,(1-\nabla^2)\psi = n\psi, \tag{3}$$

with derivatives taken with respect to $\boldsymbol\rho$. Neither $K_i$ nor $T$ contains $n$. Since $n\mathbf A$ maps the shell into itself and equals (3) there, products of components may be computed from (3).

**Commutators.** For this paragraph $\mathbf p$ and $\mathcal D$ refer to $\boldsymbol\rho$. Because $p_i\mathcal D = \mathcal Dp_i - ip_i$, one may write $K_i = M_i - \rho_i/2$ with $M_i = \tfrac12\rho_ip^2 - p_i\mathcal D$. Then

$$[M_i,\rho_j] = -i\rho_ip_j + ip_i\rho_j + i\delta_{ij}\mathcal D = -i(\rho_ip_j - \rho_jp_i) + \delta_{ij}(1+i\mathcal D),$$

and $[M_i,\rho_j] - [M_j,\rho_i] = -2i\epsilon_{ijk}L_k$. For $[M_i,M_j]$, order the coordinate to the left: $M_i = \rho_aV_i^a + ip_i$ with $V_i^a = \tfrac12\delta_{ia}p^2 - p_ip_a$. From $[V(\mathbf p),\rho_b] = -i\,\partial V/\partial p_b$,

$$[\rho_aV_i^a,\rho_bV_j^b] = -i\rho_a\Big(V_j^b\frac{\partial V_i^a}{\partial p_b} - V_i^b\frac{\partial V_j^a}{\partial p_b}\Big).$$

With $\partial V_i^a/\partial p_b = \delta_{ia}p_b - \delta_{ib}p_a - p_i\delta_{ab}$ and $V_j^bp_b = -\tfrac12p^2p_j$,

$$V_j^b\frac{\partial V_i^a}{\partial p_b} = -\tfrac12p^2(\delta_{ia}p_j + \delta_{ja}p_i) - \tfrac12\delta_{ij}p^2p_a + 2p_ip_jp_a,$$

which is symmetric in $i,j$, so the bracket vanishes. The cross terms give $[\rho_aV_i^a,ip_j] + [ip_i,\rho_aV_j^a] = -V_i^j + V_j^i = 0$. Thus $[M_i,M_j] = 0$ and $[K_i,K_j] = -\tfrac12([M_i,\rho_j] - [M_j,\rho_i]) = i\epsilon_{ijk}L_k$. Since $K_i$ is $\rho_i$ or $p_i$ times rotational scalars, $[L_i,K_j] = i\epsilon_{ijk}K_k$. Finally $\mathbf L\cdot\boldsymbol\rho = \epsilon_{iab}(\rho_a\rho_ip_b - i\delta_{bi}\rho_a) = 0$ and $\mathbf L\cdot\mathbf p = 0$, so $\mathbf L\cdot\mathbf K = 0$; $\mathbf K\cdot\mathbf L = 0$ follows because $[L_i,K_i] = 0$ for each $i$.

For $\mathbf J_{1,2} = (\mathbf L\pm\mathbf K)/2$ these relations give

$$[J_{1i},J_{1j}] = \tfrac{i}{4}\epsilon_{ijk}(L_k + K_k + K_k + L_k) = i\epsilon_{ijk}J_{1k},\qquad [J_{1i},J_{2j}] = \tfrac{i}{4}\epsilon_{ijk}(L_k - K_k + K_k - L_k) = 0,$$

and likewise $[J_{2i},J_{2j}] = i\epsilon_{ijk}J_{2k}$. Moreover $J_1^2 - J_2^2 = (\mathbf L\cdot\mathbf K + \mathbf K\cdot\mathbf L)/2 = 0$. The shell is therefore a sum of blocks $|j,m_1\rangle\otimes|j,m_2\rangle$ with equal spins. Since $\mathbf L = \mathbf J_1+\mathbf J_2$, each block contains $l = 0,1,\dots,2j$ once. The shell contains $l = 0,\dots,n-1$ once each; a single $l=0$ state allows a single block, and its largest $l$ fixes

$$j = \frac{N}{2},\quad N = n-1,\qquad L^2+K^2 = 2(J_1^2+J_2^2) = 4j(j+1) = n^2-1. \tag{4}$$

**The rule used in section 1.** For $n=2$, $s\propto f = (1-\rho)\exp(-\rho)$ and $p_x\propto\rho_x\exp(-\rho)$ with the same constant. From $Tf = 2f$, $\nabla^2f = (1-4/\rho)f$. Also $\partial_xf = (\rho_x/\rho)(\rho-2)\exp(-\rho)$, and $\boldsymbol\rho\cdot\nabla = \rho\,\partial_\rho$ turns this into $\rho_x(3-\rho)\exp(-\rho)$. Then (3) gives $K_xf = \rho_x\exp(-\rho)\,[(2/\rho-1)(1-\rho) + (3-\rho) + (1-2/\rho)] = \rho_x\exp(-\rho)$. So $K_is = p_i$. As $K_i$ is odd under parity, $K_ip_k$ is a multiple of $s$, and hermiticity fixes the multiple as $\delta_{ik}$.

**Classical counterpart.** For a classical orbit $\mathbf A = \mathbf p\times\mathbf L - \mathbf r/r$ and $\mathbf r\cdot(\mathbf p\times\mathbf L) = L^2$, so $\mathbf r\cdot\mathbf A = L^2 - r$, a conic with focus at the origin, eccentricity $|\mathbf A|$ and pericentre along $\mathbf A$. Squaring, $A^2 = p^2L^2 - 2L^2/r + 1 = 1+2EL^2$, that is $L^2+K^2 = n^2$ at $E = -1/(2n^2)$. The classical eccentricity is thus $|\mathbf K|/\sqrt{L^2+K^2}$, the semi-major axis is $a = n^2$ and the semi-latus rectum is $L^2 = n^2c^2$.

## 3. Coherent states, elliptic states and the eccentricity

The spin coherent state $|j,\mathbf n\rangle$ is the eigenvector of $\mathbf J\cdot\mathbf n$ with the largest eigenvalue $j$, which is non-degenerate. Choose axes with $\mathbf n$ along the third. The operators $J_\pm$ and $J_\pm^2$ change $m$ and have zero mean in $|j,j\rangle$, so $\langle J_x\rangle = \langle J_y\rangle = 0$, $\langle J_x^2 - J_y^2\rangle = 0$ and $\langle J_xJ_y+J_yJ_x\rangle = 0$. Also $\langle J_xJ_z + J_zJ_x\rangle = 2j\langle J_x\rangle = 0$, and $\langle J_x^2+J_y^2\rangle = j(j+1)-j^2 = j$. For any unit vector $\mathbf u$,

$$\langle\mathbf J\rangle = j\,\mathbf n,\qquad \mathrm{Var}(\mathbf J\cdot\mathbf u) = \frac j2\big(1-(\mathbf u\cdot\mathbf n)^2\big). \tag{5}$$

For any state of one spin, pure or mixed, let $\mathbf m$ be the direction of $\langle\mathbf J\rangle$. Then $|\langle\mathbf J\rangle| = \langle\mathbf J\cdot\mathbf m\rangle = \sum_m m\,w_m \le j$, where $w_m$ are the populations of the eigenstates of $\mathbf J\cdot\mathbf m$. Equality requires $w_j = 1$, which makes the density matrix the projector on $|j,\mathbf m\rangle$.

The elliptic state is $|\mathbf n_1,\mathbf n_2\rangle = |j,\mathbf n_1\rangle\otimes|j,\mathbf n_2\rangle$. From (5), $\langle\mathbf L\rangle = j(\mathbf n_1+\mathbf n_2)$ and $\langle\mathbf K\rangle = j(\mathbf n_1-\mathbf n_2)$. These are orthogonal, and with $\mathbf n_1\cdot\mathbf n_2 = \cos\gamma$, $0\le\gamma\le\pi$, their squared lengths are $2j^2(1\pm\cos\gamma)$. Therefore

$$|\langle\mathbf L\rangle| = N\cos\frac\gamma2,\qquad |\langle\mathbf K\rangle| = N\sin\frac\gamma2,\qquad e \equiv \frac{|\langle\mathbf K\rangle|}{\sqrt{\langle\mathbf L\rangle^2+\langle\mathbf K\rangle^2}} = \sin\frac\gamma2. \tag{6}$$

At finite $n$ this is a definition modelled on the classical ratio. The mean Runge-Lenz vector itself has length $e(n-1)/n$. Section 8 shows that $e$ is the eccentricity of the curve on which the density concentrates as $n\to\infty$, and in that limit the two quantities agree.

A spatial rotation is generated by $\mathbf L = \mathbf J_1+\mathbf J_2$ and turns both spins together, so any pair can be brought to $\mathbf n_{1,2} = (\pm\sin\alpha,0,\cos\alpha)$ with $\alpha = \gamma/2$, $e = \sin\alpha$, $c = \cos\alpha$. In this frame $\langle\mathbf L\rangle = Nc\,\hat{\mathbf z}$, $\langle\mathbf K\rangle = Ne\,\hat{\mathbf x}$, and

$$\mathbf J_1\cdot\mathbf n_1 + \mathbf J_2\cdot\mathbf n_2 = c(J_{1z}+J_{2z}) + e(J_{1x}-J_{2x}) = cL_z + eK_x. \tag{7}$$

The eigenvalues of (7) are $m_1+m_2$; the largest, $N$, is non-degenerate and belongs to the elliptic state, and the next is $N-1$.

The state is also a four-dimensional rotation of the circular state. Let $J(\alpha) = \exp(-i\alpha J_y)J_z\exp(i\alpha J_y)$. Since $-i[J_y,J_z] = J_x$ and $-i[J_y,J_x] = -J_z$, it obeys $J'' = -J$ with $J(0) = J_z$ and $J'(0) = J_x$, so $J(\alpha) = J_z\cos\alpha + J_x\sin\alpha$. Because $K_y = J_{1y}-J_{2y}$, the operator $\exp(-i\alpha K_y)$ turns the first spin by $+\alpha$ and the second by $-\alpha$ about $y$. The state with both spins along $z$ has $L_z = N$ and is the circular state $|n,l{=}N,m{=}N\rangle$. Hence, up to a phase,

$$|\mathbf n_1,\mathbf n_2\rangle = \exp(-i\alpha K_y)\,|n,N,N\rangle. \tag{8}$$

## 4. Minimal fluctuations

Write $\Delta L^2 = \sum_i\mathrm{Var}(L_i)$ and $\Delta K^2 = \sum_i\mathrm{Var}(K_i)$. For any state of the shell, (4) and $\langle\mathbf L\rangle^2+\langle\mathbf K\rangle^2 = 2(\langle\mathbf J_1\rangle^2+\langle\mathbf J_2\rangle^2)$ give

$$\Delta L^2+\Delta K^2 = n^2-1-2\big(\langle\mathbf J_1\rangle^2+\langle\mathbf J_2\rangle^2\big) \ \ge\ n^2-1-4j^2 = 2(n-1). \tag{9}$$

Equality needs $|\langle\mathbf J_1\rangle| = |\langle\mathbf J_2\rangle| = j$. By section 3 both reduced density matrices are then coherent projectors. A state that lies with probability one in $|j,\mathbf n_1\rangle$ for the first spin and in $|j,\mathbf n_2\rangle$ for the second is an eigenstate of $\mathbf J_1\cdot\mathbf n_1+\mathbf J_2\cdot\mathbf n_2$ with the top eigenvalue, and so is the elliptic state. Elliptic states, and only they, reach the bound. The quantity minimised is the sum over all six generators. Neither part is minimised separately: the $l=0$ state has $\Delta L^2 = 0$, and pays with $\Delta K^2 = n^2-1$ because both mean spins vanish there; and for $n=2$ the state $\tfrac12s+\tfrac{\sqrt3}2p_x$ has $\langle K^2\rangle = \tfrac32$ and $\langle\mathbf K\rangle^2 = \tfrac34$ by the rules of section 1, so $\Delta K^2 = \tfrac34$, below the elliptic value $n-1 = 1$ of (10).

In a product state the covariance of $J_{1i}$ and $J_{2i}$ is zero, so $\mathrm{Var}(L_i) = \mathrm{Var}(K_i) = \mathrm{Var}(J_{1i})+\mathrm{Var}(J_{2i})$. With (5) and $\mathbf n_{1,2} = (\pm e,0,c)$,

$$\mathrm{Var}(L_x,L_y,L_z) = \mathrm{Var}(K_x,K_y,K_z) = j\,(c^2,\ 1,\ e^2),\qquad \Delta L^2 = \Delta K^2 = n-1. \tag{10}$$

The Robertson relation $\Delta P\,\Delta Q\ge\tfrac12|\langle[P,Q]\rangle|$ is saturated for the four pairs whose commutator has a non-zero mean. From $[L_x,L_y] = [K_x,K_y] = iL_z$ and $[K_y,L_z] = [L_y,K_z] = iK_x$,

$$\Delta L_x\Delta L_y = \Delta K_x\Delta K_y = jc = \tfrac12\langle L_z\rangle,\qquad \Delta K_y\Delta L_z = \Delta L_y\Delta K_z = je = \tfrac12\langle K_x\rangle. \tag{11}$$

For the other pairs the bound is zero; for $L_y, L_z$, for example, the product is $je$, so that relation is not saturated for $e>0$. Relative to the classical length $n$, the fluctuations are at most of order $n^{-1/2}$ (by (10), $L_z$ and $K_z$ do not fluctuate at $e=0$, nor do $L_x$ and $K_x$ at $e=1$). This sets two conditions, as order-of-magnitude estimates: the direction of the pericentre is defined only when $\Delta K_y = \sqrt j$ is small against $Ne$, that is $e\gg n^{-1/2}$, and the orbital plane only when $\Delta L_y = \sqrt j$ is small against $Nc$, that is $c\gg n^{-1/2}$.

This part has shown that the elliptic states are products of two spin coherent states, with $e=\sin(\gamma/2)$, and that they alone minimise the summed variance of $\mathbf L$ and $\mathbf K$ within a shell. What remains is to find their wavefunction in closed form, their position moments and their large-$n$ limit.
